# Is the roughness height from a linear mobility fit the physical height?: a numerical check

```python
"""
Result under test: a roughness height fitted with a LINEAR matrix element is
not automatically the physical height. For a thin film whose level E(W) rises
ever faster as the width W shrinks, the nonlinear potential E(W0 + Delta)
scatters more, and the same mobility needs a smaller rms height sigma.
At an extremum of the slope dE/dW the opposite holds.

Symbols: W0 mean width, Delta Gaussian height field with rms sigma and
correlation c(r) = exp(-r^2/L^2), a_n = <E(W0 + sigma z) He_n(z)>,
weights b_n = a_n^2/n!, S(q) potential spectrum, Gamma = hbar/tau.
Energies in eV, lengths in nm, mobilities in cm^2/(V s).
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

H0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m0), eV nm^2
HBAR_EVS = sc.hbar / sc.e
E2 = sc.e / (4 * math.pi * sc.epsilon_0) * 1e9    # Gaussian e^2, eV nm

# Rough typical silicon/oxide parameters and chosen round values
M_WELL, M_BAR, M_LAT = 0.916, 0.5, 0.19
BARRIER, W0, CORR = 3.1, 2.5, 3.0
TEMP, DENSITY, TARGET = 300.0, 0.01, 1200.0       # K, nm^-2, cm^2/(V s)
VALLEYS, EPS_SI, EPS_OX, NONPAR = 2, 11.7, 3.9, 0.5
KT = sc.k * TEMP / sc.e


def level(width, mw=M_WELL, mb=M_BAR, vb=BARRIER):
    """Lowest level of a finite well by bisection; tends to vb as width -> 0."""
    w = np.maximum(np.asarray(width, float), 0.0)
    lo = np.zeros_like(w)
    hi = np.minimum(vb, H0 / mw * (math.pi / np.maximum(w, 1e-9))**2)
    for _ in range(54):
        e = 0.5 * (lo + hi)
        k = np.sqrt(mw * e / H0)
        kap = np.sqrt(mb * np.maximum(vb - e, 0) / H0)
        below = k * mb * np.sin(k * w / 2) < kap * mw * np.cos(k * w / 2)
        lo = np.where(below, e, lo)
        hi = np.where(below, hi, e)
    return 0.5 * (lo + hi)


def slope(width, mw=M_WELL, mb=M_BAR, vb=BARRIER):
    """dE/dW from the force of the envelope on the moving interface."""
    e = level(width, mw, mb, vb)
    k = np.sqrt(mw * e / H0)
    kap = np.sqrt(mb * (vb - e) / H0)
    norm = width / 2 + np.sin(k * width) / (2 * k) + np.cos(k * width / 2)**2 / kap
    return -e / norm


Z = np.linspace(-9, 9, 1801)
PDF = np.exp(-Z**2 / 2) / math.sqrt(2 * math.pi) * (Z[1] - Z[0])


def hermite_weights(level_fn, w_mean, sigma, nmax=14):
    """b_n = a_n^2/n! for n = 1..nmax, and the full variance of the level."""
    e = level_fn(w_mean + sigma * Z)
    mean = np.sum(e * PDF)
    e = e - mean
    h_old, h_now = np.ones_like(Z), Z.copy()
    out = []
    for n in range(1, nmax + 1):
        out.append(np.sum(e * h_now * PDF)**2 / math.factorial(n))
        h_old, h_now = h_now, Z * h_now - n * h_old
    return np.array(out), np.sum(e**2 * PDF)


def spectrum(q, weights, shape="gauss"):
    total = np.zeros_like(q)
    for n, b in enumerate(weights, 1):
        if shape == "gauss":
            total += b * math.pi * CORR**2 / n * np.exp(-q**2 * CORR**2 / (4 * n))
        else:   # c(r) = exp(-sqrt(2) r/L)
            total += b * math.pi * CORR**2 / n**2 * (1 + (q * CORR / n)**2 / 2)**-1.5
    return total


GX, GW = np.polynomial.legendre.leggauss(64)
THETA, WTHETA = (GX + 1) * math.pi / 2, GW * math.pi / 2


def gamma(energy, weights, mass=M_LAT, shape="gauss", qs=0.0):
    """Transport broadening hbar/tau in eV, golden rule."""
    energy = np.atleast_1d(energy)
    k = np.sqrt(mass * energy / H0)
    q = 2 * k[:, None] * np.sin(THETA / 2)[None, :]
    s = spectrum(q, weights, shape) * (q / (q + qs))**2
    return mass / (2 * H0 * math.pi) * (s * (1 - np.cos(THETA))) @ WTHETA


DOS = VALLEYS * M_LAT / (2 * H0 * math.pi)
ETA = math.log(math.expm1(DENSITY / (DOS * KT)))
E_GRID, E_WT = (GX + 1) * 12.5 * KT, GW * 12.5 * KT
THERMAL = E_WT * E_GRID / np.cosh((E_GRID / KT - ETA) / 2)**2


def mobility(weights, **kw):
    tau = HBAR_EVS / gamma(E_GRID, weights, **kw)
    return sc.e * np.sum(THERMAL * tau) / np.sum(THERMAL) / (M_LAT * sc.m_e) * 1e4


# ---- level and slope against direct diagonalization and differences
def grid_levels(width, h=0.01, pad=2.0):
    n_pad, n_well = round(pad / h), round(width / h)
    n = 2 * n_pad + n_well + 1
    link_mass = np.full(n + 1, M_BAR)
    link_mass[n_pad + 1:n_pad + n_well + 1] = M_WELL
    pot = np.full(n, BARRIER)
    pot[n_pad:n_pad + n_well + 1] = 0.0
    pot[[n_pad, n_pad + n_well]] = BARRIER / 2
    t = H0 / h**2 / link_mass
    return eigh_tridiagonal(t[:-1] + t[1:] + pot, -t[1:-1], select="i",
                            select_range=(0, 1))[0]


E_MEAN, SLOPE = float(level(W0)), float(slope(W0))
e_grid = grid_levels(W0)
assert abs(e_grid[0] / E_MEAN - 1) < 3e-3          # grid error of order h^2
d = 0.05
em2, em1, e0, ep1, ep2 = level(W0 + d * np.arange(-2, 3))
first = (em2 - 8 * em1 + 8 * ep1 - ep2) / (12 * d)
second = (ep1 - 2 * e0 + em1) / d**2
third = (ep2 - 2 * ep1 + 2 * em1 - em2) / (2 * d**3)
assert abs(first / SLOPE - 1) < 1e-3

# ---- the two fits to the same mobility
sigma_lin = math.sqrt(mobility([SLOPE**2]) / TARGET)


def mob_nonlinear(sigma):
    return mobility(hermite_weights(level, W0, sigma)[0])


sigma_nl = brentq(lambda s: mob_nonlinear(s) - TARGET, 0.1, 0.7, xtol=1e-7)
scan = [mob_nonlinear(s) for s in np.linspace(0.1, 0.7, 13)]
assert np.all(np.diff(scan) < 0)                   # the inversion is unique
assert sigma_nl < sigma_lin
b_nl, variance = hermite_weights(level, W0, sigma_nl)
b_lin = np.array([(SLOPE * sigma_nl)**2])
assert abs(b_nl.sum() / variance - 1) < 3e-3       # series is complete enough
q_all = np.linspace(0, 2, 81)
assert np.all(spectrum(q_all, b_nl) > spectrum(q_all, b_lin))
mean_slope = np.sum(slope(np.maximum(W0 + sigma_nl * Z, 0.01)) * PDF)
assert abs(mean_slope**2 * sigma_nl**2 / b_nl[0] - 1) < 5e-3

# ---- covariance from the two-point Gaussian average
z2 = np.linspace(-8, 8, 241)
p2 = np.exp(-z2**2 / 2) / math.sqrt(2 * math.pi) * (z2[1] - z2[0])
c_test = 0.5
partner = c_test * z2[:, None] + math.sqrt(1 - c_test**2) * z2[None, :]
lev1 = level(W0 + sigma_nl * z2)
mean1 = np.sum(lev1 * p2)
cov_direct = np.sum(p2[:, None] * p2[None, :] * (lev1[:, None] - mean1)
                    * (level(W0 + sigma_nl * partner) - mean1))
cov_series = np.sum(b_nl * c_test**np.arange(1, len(b_nl) + 1))
assert abs(cov_direct / cov_series - 1) < 1e-3

# ---- spectrum from random surfaces
rng = np.random.default_rng(7)
n_side, dx = 256, 0.75
qx = 2 * math.pi * np.fft.fftfreq(n_side, dx)
q_map = np.hypot(qx[:, None], qx[None, :])
filt = np.sqrt(spectrum(q_map, [sigma_nl**2])) / dx
band = (q_map > 0.3) & (q_map < 0.7)
w_tab = np.linspace(-1, 6, 7001)
e_tab = level(w_tab)
p_lin = p_nl = 0.0
for _ in range(40):
    surf = np.fft.ifft2(np.fft.fft2(rng.standard_normal((n_side, n_side))) * filt).real
    p_lin += np.sum(np.abs(np.fft.fft2(SLOPE * surf))[band]**2)
    p_nl += np.sum(np.abs(np.fft.fft2(np.interp(W0 + surf, w_tab, e_tab)))[band]**2)
ratio_surface = p_nl / p_lin
ratio_series = spectrum(q_map, b_nl)[band].sum() / spectrum(q_map, b_lin)[band].sum()
assert abs(ratio_surface / ratio_series - 1) < 0.03   # sampling noise

# ---- golden rule from an explicit sum over final states
dk, eta_b = 0.004, 0.001
kk = np.arange(-0.7, 0.7, dk) + dk / 2
kx, ky = np.meshgrid(kk, kk, indexing="ij")
k_in, k_out = math.sqrt(M_LAT * KT / H0), np.hypot(kx, ky)
delta = np.exp(-((H0 / M_LAT * k_out**2 - KT) / eta_b)**2 / 2)
delta /= eta_b * math.sqrt(2 * math.pi)
gamma_sum = 2 * math.pi * np.sum(spectrum(np.hypot(kx - k_in, ky), b_nl)
                                 * (1 - kx / k_out) * delta) * dk**2 / (4 * math.pi**2)
gamma_kt = gamma(KT, b_nl)[0]
assert abs(gamma_sum / gamma_kt - 1) < 0.01           # finite broadening

# ---- small-height law
s_small = 0.05
r_shape = gamma(KT, [0.0, 1.0])[0] / gamma(KT, [1.0])[0]
law = third / first + 0.5 * (second / first)**2 * r_shape
excess = gamma(KT, hermite_weights(level, W0, s_small)[0])[0]
excess = (excess / gamma(KT, [(SLOPE * s_small)**2])[0] - 1) / s_small**2
assert abs(excess / law - 1) < 0.04                  # next order in sigma^2

# ---- opposite case: low barrier, width of steepest slope
GA = (0.067, 0.067, 0.25)
w_scan = np.linspace(0.5, 5, 4501)
w_steep = w_scan[np.argmin(slope(w_scan, *GA))]
s_steep = 0.4
b_steep = hermite_weights(lambda w: level(w, *GA), w_steep, s_steep)[0]
g_nl = gamma(KT, b_steep, mass=GA[0])[0]
g_lin = gamma(KT, [(slope(w_steep, *GA) * s_steep)**2], mass=GA[0])[0]
steep_fit = s_steep * math.sqrt(g_nl / g_lin)
assert steep_fit < s_steep


# ---- local-level assumption: wavy hard-wall film solved in two dimensions
def wavy_gaps(amp, period, width, n_lat=8, n_ver=6, n_x=64):
    """First band gap at the zone edge: full, local-level and linear models."""
    q = 2 * math.pi / period
    x = np.arange(n_x) * period / n_x
    gx, gw = np.polynomial.legendre.leggauss(24)
    zeta, wz = (gx + 1) / 2, gw / 2
    w, dw = width + amp * np.cos(q * x), -amp * q * np.sin(q * x)
    n = np.arange(1, n_ver + 1)[:, None] * math.pi
    s, ds = math.sqrt(2) * np.sin(n * zeta), math.sqrt(2) * n * np.cos(n * zeta)
    p = (np.arange(n_lat)[:, None] + 0.5) * q
    hx, hz = H0 / M_LAT, H0 / M_WELL
    wt = np.sqrt(period / n_x * wz)[None, None, None, :]
    pots = (hz * (math.pi / w)**2,
            hz * (math.pi / width)**2 * (1 - 2 * (w - width) / width))
    lows = []
    for u, du in ((np.cos(p * x), -p * np.sin(p * x)),
                  (np.sin(p * x), p * np.cos(p * x))):
        u, du = u * math.sqrt(2 / period), du * math.sqrt(2 / period)
        lat = (du[:, None, :, None] * s[None, :, None, :]
               - (u * dw / w)[:, None, :, None] * (s / 2 + zeta * ds)[None, :, None, :])
        ver = (u / w)[:, None, :, None] * ds[None, :, None, :]
        lat = (lat * wt).reshape(n_lat * n_ver, -1)
        ver = (ver * wt).reshape(n_lat * n_ver, -1)
        found = [np.linalg.eigvalsh(hx * lat @ lat.T + hz * ver @ ver.T)[0]]
        for pot in pots:
            h1 = np.diag(hx * p[:, 0]**2) + (u * pot) @ u.T * period / n_x
            found.append(np.linalg.eigvalsh(h1)[0])
        lows.append(found)
    return np.abs(np.array(lows[0]) - np.array(lows[1]))


w_eff = math.pi / math.sqrt(M_WELL * E_MEAN / H0)
long_gap = wavy_gaps(0.2, 100.0, w_eff)
assert abs(long_gap[1] / long_gap[0] - 1) < 0.015     # slow waviness: local level
assert abs(long_gap[2] / long_gap[0] - 1) > 0.03      # linear model misses it
amp_wave, period_wave = math.sqrt(2) * sigma_nl, math.pi * CORR
gap = wavy_gaps(amp_wave, period_wave, w_eff)

# ---- sizes of neglected effects
qs = 2 * math.pi * E2 * DOS / (1 + math.exp(-ETA)) / EPS_OX


def height_ratio(weights, **kw):
    """Physical height / height that a linear fit would report."""
    return math.sqrt(mobility(weights, **kw) / mobility(b_lin, **kw))


b_clip = hermite_weights(lambda w: level(np.maximum(w, 1.0)), W0, sigma_nl)[0]
primed = float(level(W0, M_LAT)) - E_MEAN
field_drop = 2 * math.pi * E2 * DENSITY / EPS_SI * W0 / 4

print(f"Film width {W0} nm, correlation length {CORR} nm, T {TEMP:.0f} K")
print(f"Masses (m0): well {M_WELL}, barrier {M_BAR}, lateral {M_LAT}")
print(f"Barrier {BARRIER} eV, density {DENSITY*1e14:.1e} cm^-2, kT {KT*1e3:.2f} meV")
print(f"Target roughness mobility {TARGET:.0f} cm2/Vs")
print(f"Level E(W0) {E_MEAN*1e3:.2f} meV; grid diagonalization {e_grid[0]*1e3:.2f} meV")
print(f"Slope dE/dW at W0 {SLOPE*1e3:.2f} meV/nm; difference {first*1e3:.2f} meV/nm")
print(f"Second derivative {second*1e3:.2f} meV/nm2, third {third*1e3:.1f} meV/nm3")
print(f"Height from linear fit {sigma_lin:.4f} nm")
print(f"Height from nonlinear fit {sigma_nl:.4f} nm")
print(f"Ratio nonlinear/linear height {sigma_nl/sigma_lin:.4f}")
print(f"Linear model at nonlinear height: {mobility(b_lin):.0f} cm2/Vs")
print(f"Nonlinear model at linear height: {mob_nonlinear(sigma_lin):.0f} cm2/Vs")
print(f"Mean slope over heights {mean_slope*1e3:.2f} meV/nm")
print(f"rms level fluctuation {math.sqrt(variance)*1e3:.2f} meV")
print(f"Linear-model rms at same height {abs(SLOPE)*sigma_nl*1e3:.2f} meV")
print("Variance shares n=1,2,3: "
      + ", ".join(f"{100*b/variance:.2f}" for b in b_nl[:3]) + " %")
print(f"Covariance at c=0.5: direct {cov_direct*1e6:.3f}, "
      f"series {cov_series*1e6:.3f} meV2")
print(f"Spectrum ratio, q 0.3-0.7 /nm: surfaces {ratio_surface:.4f}, "
      f"series {ratio_series:.4f}")
print(f"hbar/tau at E=kT: formula {gamma_kt*1e3:.3f}, state sum {gamma_sum*1e3:.3f} meV")
print(f"Shape ratio R at E=kT {r_shape:.4f}")
print(f"Small-height coefficient: law {law:.3f}, series {excess:.3f} nm^-2")
print(f"Opposite case: mass {GA[0]} m0, barrier {GA[2]} eV, width {w_steep:.3f} nm")
print(f"Opposite case: true height {s_steep} nm, linear fit {steep_fit:.4f} nm (E=kT)")
print(f"Screening wavevector (strong bound) {qs:.3f} /nm")
print(f"Screened nonlinear mobility {mobility(b_nl, qs=qs):.0f} cm2/Vs")
print(f"Screened linear fit to target {math.sqrt(mobility([SLOPE**2], qs=qs)/TARGET):.3f} nm")
print(f"Height ratio at fixed true height: base {height_ratio(b_nl):.4f}")
print(f"Height ratio with screening {height_ratio(b_nl, qs=qs):.4f}")
print(f"Height ratio, exponential correlation {height_ratio(b_nl, shape='exp'):.4f}")
print(f"Height ratio, level frozen below 1 nm width {height_ratio(b_clip):.4f}")
print(f"Wavy film: effective width {w_eff:.3f} nm, amplitude {amp_wave:.3f} nm, "
      f"period {period_wave:.2f} nm")
print(f"Wavy-film gap: full {gap[0]*1e3:.2f}, local level {gap[1]*1e3:.2f}, "
      f"linear {gap[2]*1e3:.2f} meV")
print(f"Slow wave (0.2 nm, 100 nm) gap: full {long_gap[0]*1e3:.3f}, "
      f"local {long_gap[1]*1e3:.3f}, linear {long_gap[2]*1e3:.3f} meV")
print(f"Next subband above by {(e_grid[1]-e_grid[0])*1e3:.1f} meV, "
      f"Boltzmann factor {math.exp(-(e_grid[1]-e_grid[0])/KT):.1e}")
print(f"Other valleys above by {primed*1e3:.1f} meV, "
      f"Boltzmann factor {math.exp(-primed/KT):.1e}")
print(f"Nonparabolicity alpha*E (alpha {NONPAR} /eV) {NONPAR*E_MEAN*100:.1f} %")
print(f"Gate-field drop, surface to centre {field_drop*1e3:.2f} meV")
print(f"Level broadening/kT at E=kT {gamma_kt/KT:.3f}")
print("PASS")
```

Running it gives:

```
Film width 2.5 nm, correlation length 3.0 nm, T 300 K
Masses (m0): well 0.916, barrier 0.5, lateral 0.19
Barrier 3.1 eV, density 1.0e+12 cm^-2, kT 25.85 meV
Target roughness mobility 1200 cm2/Vs
Level E(W0) 57.49 meV; grid diagonalization 57.49 meV
Slope dE/dW at W0 -43.00 meV/nm; difference -43.00 meV/nm
Second derivative 48.22 meV/nm2, third -72.1 meV/nm3
Height from linear fit 0.5028 nm
Height from nonlinear fit 0.3977 nm
Ratio nonlinear/linear height 0.7910
Linear model at nonlinear height: 1918 cm2/Vs
Nonlinear model at linear height: 486 cm2/Vs
Mean slope over heights -49.88 meV/nm
rms level fluctuation 21.25 meV
Linear-model rms at same height 17.10 meV
Variance shares n=1,2,3: 87.19, 10.71, 1.66 %
Covariance at c=0.5: direct 209.916, series 209.916 meV2
Spectrum ratio, q 0.3-0.7 /nm: surfaces 1.4828, series 1.4729
hbar/tau at E=kT: formula 13.444, state sum 13.446 meV
Shape ratio R at E=kT 0.7460
Small-height coefficient: law 2.147, series 2.152 nm^-2
Opposite case: mass 0.067 m0, barrier 0.25 eV, width 1.620 nm
Opposite case: true height 0.4 nm, linear fit 0.3838 nm (E=kT)
Screening wavevector (strong bound) 0.796 /nm
Screened nonlinear mobility 5268 cm2/Vs
Screened linear fit to target 1.068 nm
Height ratio at fixed true height: base 0.7910
Height ratio with screening 0.7803
Height ratio, exponential correlation 0.8146
Height ratio, level frozen below 1 nm width 0.7943
Wavy film: effective width 2.672 nm, amplitude 0.562 nm, period 9.42 nm
Wavy-film gap: full 25.79, local level 25.17, linear 24.09 meV
Slow wave (0.2 nm, 100 nm) gap: full 3.223, local 3.219, linear 3.481 meV
Next subband above by 171.9 meV, Boltzmann factor 1.3e-03
Other valleys above by 123.3 meV, Boltzmann factor 8.5e-03
Nonparabolicity alpha*E (alpha 0.5 /eV) 2.9 %
Gate-field drop, surface to centre 4.83 meV
Level broadening/kT at E=kT 0.520
PASS
```
